# Minigaps from alternating mass in a superlattice without band offset: test program

```python
# Result under test: a superlattice of layers A and B with equal band edges but
# different masses has minigaps; gap n closes only if n*f is an integer, where
#   cos(q d) = cos(p1) cos(p2) - (eta + 1/eta)/2 sin(p1) sin(p2)
#   p1, p2 = phases k*width in A and B;  eta = velocity ratio vA/vB
#   f = p1/(p1+p2);  r = (eta-1)/(eta+1) = interface reflection amplitude
# Units: energy meV, length nm, mass in free-electron masses.
# Independent road: finite elements for the Bloch problem, extrapolated in h^2.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, expm
from scipy.optimize import brentq, minimize_scalar

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e3 * 1e18   # hbar^2/(2 m0), meV nm^2
FLAT = (0.0, 0.0)


def bloch_levels(widths, masses, theta, count, beta=-1.0, edges=FLAT):
    """Lowest levels at Bloch phase theta for m^al p m^beta p m^al / 2,
    2 al + beta = -1; the unknown is the continuous function m^al psi."""
    def solve(refine):
        cells = [refine * int(round(10 * w)) for w in widths]
        h = np.repeat([w / n for w, n in zip(widths, cells)], cells)
        m = np.repeat(masses, cells)
        v = np.repeat(edges, cells)
        stiff, weight = C * m**beta / h, m**(1 + beta) * h
        size = len(h)
        i = np.arange(size)
        j = (i + 1) % size
        ph = np.ones(size, complex)
        ph[-1] = np.exp(1j * theta)
        K = np.zeros((size, size), complex)
        M = np.zeros((size, size), complex)
        for mat, dia, off in ((K, stiff + v * weight / 3, -stiff + v * weight / 6),
                              (M, weight / 3, weight / 6)):
            mat[i, i] += dia
            mat[j, j] += dia
            mat[i, j] += off * ph
            mat[j, i] += off * ph.conj()
        return eigh(K, M, eigvals_only=True, subset_by_index=[0, count - 1])
    return (4 * solve(2) - solve(1)) / 3


def fem_gaps(widths, masses, beta=-1.0):
    """Edges (lower, upper) of gaps 1 to 6 from the differential equation."""
    z = bloch_levels(widths, masses, 0.0, 7, beta)
    p = bloch_levels(widths, masses, np.pi, 6, beta)
    return np.array([p[0:2], z[1:3], p[2:4], z[3:5], p[4:6], z[5:7]])


def cos_qd(E, widths, masses, edges=FLAT, host_gaps=None):
    """Right-hand side of the dispersion relation; host_gaps adds
    nonparabolicity through m(E) = m (1 + E/host gap)."""
    m = np.array(masses, float)
    if host_gaps is not None:
        m = m * (1 + E / np.array(host_gaps))
    k = np.sqrt(m * (E - np.array(edges)) / C)
    p1, p2 = k * np.array(widths)
    ratio = (k[0] / m[0]) / (k[1] / m[1])
    return (np.cos(p1) * np.cos(p2)
            - 0.5 * (ratio + 1 / ratio) * np.sin(p1) * np.sin(p2))


def bragg_energy(n, widths, masses):
    return C * (n * np.pi / np.dot(widths, np.sqrt(masses)))**2


def formula_gap(n, widths, masses, **extra):
    """Edges of gap n from |cos(q d)| = 1."""
    def excess(E):
        return (-1)**n * cos_qd(E, widths, masses, **extra) - 1
    lo = bragg_energy(n - 0.5, widths, masses)
    hi = bragg_energy(n + 0.5, widths, masses)
    top = minimize_scalar(lambda E: -excess(E), bounds=(lo, hi),
                          method="bounded", options={"xatol": 1e-9}).x
    if excess(top) < 1e-12:
        return np.array([top, top])
    return np.array([brentq(excess, lo, top), brentq(excess, top, hi)])


def width_of(pair):
    return abs(pair[1] - pair[0])


# ---------------- worked example ----------------
widths, masses = (6.0, 8.0), (0.08, 0.18)
a, b = widths
mA, mB = masses
d = a + b
eta = np.sqrt(mB / mA)
r = (eta - 1) / (eta + 1)
f = a * np.sqrt(mA) / np.dot(widths, np.sqrt(masses))
gaps = np.array([formula_gap(n, widths, masses) for n in range(1, 7)])
numeric = fem_gaps(widths, masses)
first_order = np.array([8 * r * bragg_energy(n, widths, masses)
                        * abs(np.sin(n * np.pi * f)) / (n * np.pi)
                        for n in range(1, 7)])

# Dispersion relation and gap edges against the differential equation
assert np.max(np.abs(gaps - numeric)) < 0.01
for E in bloch_levels(widths, masses, 1.0, 7):
    assert abs(cos_qd(E, widths, masses) - np.cos(1.0)) < 1e-4

# Half-angle form of the edges, evaluated at the finite-element edges
for n, pair in enumerate(numeric, start=1):
    for E in pair:
        p1, p2 = np.sqrt(np.array(masses) * E / C) * np.array(widths)
        fun = np.sin if n % 2 == 0 else np.cos
        assert abs(abs(fun((p1 + p2) / 2)) - r * abs(fun((p1 - p2) / 2))) < 1e-4

# Hand-solvable edges of this example (phase in B is twice the phase in A)
scale = C / (mA * a**2)
edge_cos = np.array([(1 + r) / 2, (1 - r) / 2, -(1 - r) / 2, -(1 + r) / 2])
edge_phase = np.arccos(edge_cos)
assert np.allclose(scale * edge_phase**2, numeric[:2].ravel(), atol=0.01)


# Period matrix for (psi, psi'/m) from matrix exponentials
def generator(m, E):
    return np.array([[0.0, m], [-E / C, 0.0]])


def period_matrix(E, w, ms):
    return expm(generator(ms[1], E) * w[1]) @ expm(generator(ms[0], E) * w[0])


for n in range(1, 7):
    half_trace = np.trace(period_matrix(bragg_energy(n, widths, masses),
                                        widths, masses)) / 2
    predicted = (-1)**n * (1 + (eta - 1)**2 / (2 * eta) * np.sin(n * np.pi * f)**2)
    assert abs(half_trace - predicted) < 1e-9
E3 = bragg_energy(3, widths, masses)
assert np.allclose(period_matrix(E3, widths, masses), -np.eye(2), atol=1e-9)
# Quarter waves in both layers: diagonal matrix, yet not minus the identity
quarter = (6.0, 4.0)
Mq = period_matrix(bragg_energy(1, quarter, masses), quarter, masses)
assert abs(Mq[0, 1]) < 1e-9 and abs(Mq[1, 0]) < 1e-9
assert abs(Mq[0, 0] - Mq[1, 1]) > 0.5


# One B layer inside A: propagated wave against the sum over reflections
def transmission(E):
    k = np.sqrt(mA * E / C)
    psi, flux = expm(-generator(mB, E) * b) @ np.array([1.0, 1j * k / mA])
    return 1 / abs((psi + flux * mA / (1j * k)) / 2)**2


E1 = bragg_energy(1, widths, masses)
for E in (5.0, E1, 40.0, E3):
    phase = b * np.sqrt(mB * E / C)
    summed = abs((1 - r**2) / (1 - r**2 * np.exp(2j * phase)))**2
    assert abs(transmission(E) - summed) < 1e-9
assert abs(transmission(E3) - 1) < 1e-9

# Controls: equal masses, and other orderings of the kinetic operator
equal_mass = np.diff(fem_gaps(widths, (0.08, 0.08)), axis=1)
neutral = np.diff(fem_gaps(widths, masses, beta=-0.5), axis=1)
assert np.max(np.abs(equal_mass)) < 0.01
assert np.max(np.abs(neutral)) < 0.01
assert np.max(np.abs(fem_gaps(widths, masses, beta=0.0) - numeric)) < 0.01

# Closure rule for other widths: f = 2/5 closes gap 5 only; f = 4/11 none of six
two_fifths = np.diff(fem_gaps((6.0, 6.0), masses), axis=1).ravel()
assert [n + 1 for n in range(6) if two_fifths[n] < 0.01] == [5]
four_elevenths = np.diff(fem_gaps((6.0, 7.0), masses), axis=1).ravel()
assert np.min(four_elevenths) > 0.5

# First-order gap law at weak mass contrast; its relative error is of order r^2
weak = (0.08, 0.09)
eta_w = np.sqrt(weak[1] / weak[0])
r_w = (eta_w - 1) / (eta_w + 1)
f_w = a * np.sqrt(weak[0]) / np.dot(widths, np.sqrt(weak))
for n, pair in enumerate(fem_gaps(widths, weak), start=1):
    law = (8 * r_w * bragg_energy(n, widths, weak)
           * abs(np.sin(n * np.pi * f_w)) / (n * np.pi))
    assert abs(width_of(pair) - law) < 5 * r_w**2 * law + 0.005

# Linear crossing at the closed third gap (one and two half-waves)
step = 0.05
near = bloch_levels(widths, masses, np.pi - step, 4)
slope_numeric = (near[3] - near[2]) / (2 * step)
slope = 2 * E3 / (np.pi * np.sqrt(1 + 4 + (eta + 1 / eta) * 2))
assert abs(slope_numeric / slope - 1) < 3e-3

# Mass at the bottom of the lowest miniband
mean_mass = np.dot(widths, masses) / d
small = 0.1
bottom = bloch_levels(widths, masses, small, 1)[0]
assert abs(C * small**2 / (d**2 * bottom) / mean_mass - 1) < 2e-3

# ---------------- effects left out of the model ----------------
temperature, offset, width_error, mobility = 77.0, 10.0, 0.28, 1.0e4
kT = sc.k * temperature / sc.e * 1e3
thermal_edges = (kT, kT * mA / mB)       # in-plane kinetic energy in A and in B
wide = (a + width_error, b)
reopened = {}
for name, w, edges in (("thermal", widths, thermal_edges),
                       ("offset", widths, (0.0, offset)),
                       ("width", wide, FLAT)):
    pair = formula_gap(3, w, masses, edges=edges)
    check = bloch_levels(w, masses, np.pi, 4, edges=edges)[2:4]
    assert np.max(np.abs(pair - check)) < 0.01
    reopened[name] = width_of(pair)
host_gaps = (1600.0, 3600.0)
kane1 = formula_gap(1, widths, masses, host_gaps=host_gaps)
kane3 = formula_gap(3, widths, masses, host_gaps=host_gaps)
for pair in (kane1, kane3):
    for E in pair:                       # masses frozen at the edge energy
        frozen = tuple(m * (1 + E / g) for m, g in zip(masses, host_gaps))
        assert np.min(np.abs(bloch_levels(widths, frozen, np.pi, 4) - E)) < 0.01
lifetime = mobility * 1e-4 * mean_mass * sc.m_e / sc.e
broadening = sc.hbar / lifetime / sc.e * 1e3
field = width_of(gaps[0]) / d * 10       # 1 meV/nm = 10 kV/cm

# ---------------- printed numbers ----------------
print(f"width of A, of B, period: {a:.1f}, {b:.1f}, {d:.1f} nm")
print(f"mass in A, in B: {mA:.2f}, {mB:.2f} m0")
print(f"hbar^2/(2 m0): {C:.3f} meV nm^2")
print(f"velocity ratio eta: {eta:.4f}")
print(f"reflection amplitude r, probability r^2: {r:.4f}, {r*r:.4f}")
print(f"phase fraction f: {f:.5f}")
print(f"(eta+1/eta)/2: {(eta + 1/eta)/2:.5f}")
print(f"|cos qd| at total phase pi: {abs(cos_qd(E1, widths, masses)):.5f}")
print(f"energy scale hbar^2/(2 mA a^2): {scale:.3f} meV")
for c, x in zip(edge_cos, edge_phase):
    print(f"edge: cos(phase A) {c:+.3f}, phase {x:.4f} rad, E {scale*x*x:.3f} meV")
print("gap n: Bragg energy, lower edge, upper edge, width, first-order width (meV)")
for n in range(1, 7):
    lo, hi = gaps[n - 1]
    print(f"gap {n}: {bragg_energy(n, widths, masses):.2f}, {lo:.2f}, {hi:.2f}, "
          f"{width_of(gaps[n-1]):.2f}, {first_order[n-1]:.2f}")
print(f"largest edge difference, formula - finite elements: "
      f"{np.max(np.abs(gaps - numeric)):.1e} meV")
print(f"closure energy of gap 3: {E3/1000:.4f} eV")
print(f"transmission of one B layer at Bragg energy 1: {transmission(E1):.4f}")
print(f"transmission of one B layer at closure: {transmission(E3):.4f}")
print(f"slope |dE/d(qd)| at closure, formula: {slope:.2f} meV/rad")
print(f"slope |dE/d(qd)| at closure, numerical: {slope_numeric:.2f} meV/rad")
print(f"miniband mass at the bottom: {mean_mass:.4f} m0")
print(f"largest gap, equal masses: {np.max(np.abs(equal_mass)):.1e} meV")
print(f"largest gap, ordering beta=-1/2: {np.max(np.abs(neutral)):.1e} meV")
print(f"widths 6 and 6 nm: gap 4, 5, 6 = {two_fifths[3]:.2f}, "
      f"{abs(two_fifths[4]):.2f}, {two_fifths[5]:.2f} meV")
print(f"temperature, kT: {temperature:.0f} K, {kT:.2f} meV")
print(f"effective step from in-plane energy kT in A: "
      f"{thermal_edges[0]-thermal_edges[1]:.2f} meV")
print(f"gap 3 reopened by that in-plane motion: {reopened['thermal']:.2f} meV")
print(f"gap 3 reopened by B edge raised {offset:.0f} meV: {reopened['offset']:.2f} meV")
print(f"gap 3 reopened by A wider by {width_error:.2f} nm: {reopened['width']:.2f} meV")
print(f"host band gaps for nonparabolicity, A and B: "
      f"{host_gaps[0]/1000:.1f}, {host_gaps[1]/1000:.1f} eV")
print(f"gap 1 with nonparabolicity: {width_of(kane1):.2f} meV")
print(f"gap 3 with nonparabolicity: {width_of(kane3):.2f} meV, "
      f"centred at {np.mean(kane3):.1f} meV")
print(f"mobility, lifetime: {mobility:.0f} cm2/Vs, {lifetime*1e12:.2f} ps")
print(f"collision broadening hbar/lifetime: {broadening:.2f} meV")
print(f"field with drop per period equal to gap 1: {field:.2f} kV/cm")
print("tests ok")
```

It prints:

```
width of A, of B, period: 6.0, 8.0, 14.0 nm
mass in A, in B: 0.08, 0.18 m0
hbar^2/(2 m0): 38.100 meV nm^2
velocity ratio eta: 1.5000
reflection amplitude r, probability r^2: 0.2000, 0.0400
phase fraction f: 0.33333
(eta+1/eta)/2: 1.08333
|cos qd| at total phase pi: 1.06250
energy scale hbar^2/(2 mA a^2): 13.229 meV
edge: cos(phase A) +0.600, phase 0.9273 rad, E 11.375 meV
edge: cos(phase A) +0.400, phase 1.1593 rad, E 17.779 meV
edge: cos(phase A) -0.400, phase 1.9823 rad, E 51.985 meV
edge: cos(phase A) -0.600, phase 2.2143 rad, E 64.864 meV
gap n: Bragg energy, lower edge, upper edge, width, first-order width (meV)
gap 1: 14.51, 11.38, 17.78, 6.40, 6.40
gap 2: 58.03, 51.98, 64.86, 12.88, 12.80
gap 3: 130.57, 130.57, 130.57, 0.00, 0.00
gap 4: 232.12, 219.02, 244.71, 25.69, 25.59
gap 5: 362.68, 347.32, 379.48, 32.16, 31.99
gap 6: 522.26, 522.26, 522.26, 0.00, 0.00
largest edge difference, formula - finite elements: 1.4e-04 meV
closure energy of gap 3: 0.1306 eV
transmission of one B layer at Bragg energy 1: 0.8848
transmission of one B layer at closure: 1.0000
slope |dE/d(qd)| at closure, formula: 27.21 meV/rad
slope |dE/d(qd)| at closure, numerical: 27.21 meV/rad
miniband mass at the bottom: 0.1371 m0
largest gap, equal masses: 6.5e-10 meV
largest gap, ordering beta=-1/2: 3.8e-05 meV
widths 6 and 6 nm: gap 4, 5, 6 = 40.72, 0.00, 61.03 meV
temperature, kT: 77 K, 6.64 meV
effective step from in-plane energy kT in A: 3.69 meV
gap 3 reopened by that in-plane motion: 0.64 meV
gap 3 reopened by B edge raised 10 meV: 1.93 meV
gap 3 reopened by A wider by 0.28 nm: 2.07 meV
host band gaps for nonparabolicity, A and B: 1.6, 3.6 eV
gap 1 with nonparabolicity: 6.30 meV
gap 3 with nonparabolicity: 0.83 meV, centred at 124.5 meV
mobility, lifetime: 10000 cm2/Vs, 0.78 ps
collision broadening hbar/lifetime: 0.84 meV
field with drop per period equal to gap 1: 4.57 kV/cm
tests ok
```
